# The Non-Coulomb G = 0 Term of an Error-Function Ion Potential: a program that tests the result

```python
"""
Result under test (Hartree atomic units):
  v_loc(r) = -Z erf(r/s)/r  has the non-Coulomb integral
  alpha = integral d3r [v_loc(r) + Z/r] = pi Z s^2.
  In a neutral cell of volume Omega with N electrons it gives the energy
  E0 = N * sum(alpha)/Omega and, at fixed N, Z, s, the pressure E0/Omega.
Symbols: Z valence charge, s smoothing length of the ion, a cubic lattice
constant, t width of Gaussian electron clouds exp(-r^2/t^2) used as a test
density, G reciprocal vector. Lengths in bohr, energies in hartree (Ha).
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.special import erf, erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_J = physical_constants["Hartree energy"][0]
BOHR_M = physical_constants["Bohr radius"][0]
PRESSURE_GPA = HARTREE_J / BOHR_M**3 / 1e9


def v_loc(r, Z, s):
    return -Z * erf(r / s) / r


def integral_from_definition(Z, s):
    f = lambda r: 4 * np.pi * r**2 * (v_loc(r, Z, s) + Z / r)
    return quad(f, 0, 10 * s, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def transform_from_definition(G, Z, s):
    """Fourier transform of v_loc + Z/r by radial quadrature."""
    f = lambda r: (4 * np.pi * r**2 * np.sin(G * r) / (G * r)
                   * (v_loc(r, Z, s) + Z / r))
    return quad(f, 0, 10 * s, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def sphere_remainder(R, Z, s):
    """Integral of v_loc in a sphere minus that of -Z/r."""
    f = lambda r: 4 * np.pi * r**2 * v_loc(r, Z, s)
    return quad(f, 0, R, epsabs=1e-11, epsrel=1e-12)[0] + 2 * np.pi * Z * R**2


def diamond_geometry(volume):
    """Pair distances (zero distance removed), G^2 and |S(G)|^2."""
    a = (4 * volume) ** (1 / 3)
    cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
    basis = a / 4 * np.array([[0, 0, 0], [1, 1, 1]], float)
    n_real = np.array(list(itertools.product(range(-6, 7), repeat=3)))
    shifts = n_real @ cell
    dist = np.concatenate([np.linalg.norm(shifts + q - p, axis=1)
                           for p in basis for q in basis])
    dist = dist[dist > 1e-8]
    n_rec = np.array(list(itertools.product(range(-12, 13), repeat=3)))
    n_rec = n_rec[np.any(n_rec != 0, axis=1)]
    G = n_rec @ (2 * np.pi * np.linalg.inv(cell).T)
    S2 = np.abs(np.exp(-1j * G @ basis.T).sum(axis=1)) ** 2
    return dist, np.sum(G**2, axis=1), S2


def energy_parts(volume, Z, s, t, eta=0.5):
    """Full real-space energy, and Ewald, Hartree, local without G = 0."""
    d, G2, S2 = diamond_geometry(volume)
    w_ee, w_ei = np.sqrt(2) * t, np.sqrt(s**2 + t**2)
    # neutral spherical atoms: the 1/R tails cancel pair by pair
    pairs = 0.5 * Z**2 * np.sum((2 * erfc(d / w_ei) - erfc(d / w_ee)) / d)
    onsite = 2 * Z**2 * 2 / np.sqrt(np.pi) * (0.5 / w_ee - 1 / w_ei)
    full = pairs + onsite
    ewald = (0.5 * Z**2 * np.sum(erfc(eta * d) / d)
             + 2 * np.pi * Z**2 / volume
             * np.sum(S2 * np.exp(-G2 / (4 * eta**2)) / G2)
             - 2 * Z**2 * eta / np.sqrt(np.pi)
             - np.pi * (2 * Z) ** 2 / (2 * volume * eta**2))
    hartree = (2 * np.pi * Z**2 / volume
               * np.sum(S2 * np.exp(-G2 * t**2 / 2) / G2))
    local = (-4 * np.pi * Z**2 / volume
             * np.sum(S2 * np.exp(-G2 * (s**2 + t**2) / 4) / G2))
    return full, ewald, hartree, local


def missing_energy(volume, Z, s, t):
    full, ewald, hartree, local = energy_parts(volume, Z, s, t)
    return full - ewald - hartree - local


# integral from the definition, for several charges and lengths
for Z_test, s_test in [(1, 0.5), (3, 1.3), (4, 1.0), (6, 2.0)]:
    assert np.isclose(integral_from_definition(Z_test, s_test),
                      np.pi * Z_test * s_test**2, rtol=1e-8)

x_erfc = quad(lambda x: x * erfc(x), 0, 10)[0]
x2_gauss = quad(lambda x: x**2 * np.exp(-x**2), 0, 10)[0]
assert np.isclose(x_erfc, 0.25, rtol=1e-8)
assert np.isclose(x2_gauss, np.sqrt(np.pi) / 4, rtol=1e-8)

# model crystal
Z, s, a, atoms = 4, 1.0, 10.0, 2
volume = a**3 / 4
electrons = atoms * Z
alpha = np.pi * Z * s**2
E0 = electrons * atoms * alpha / volume
P0 = E0 / volume

print(f"Z = {Z}, s = {s:.1f} bohr, a = {a:.1f} bohr")
print(f"atoms per cell = {atoms}, electrons per cell = {electrons}")
print(f"cell volume = {volume:.1f} bohr^3")
print(f"integral of x erfc(x) = {x_erfc:.6f}")
print(f"integral of x^2 exp(-x^2) = {x2_gauss:.6f}")
print(f"alpha by quadrature = {integral_from_definition(Z, s):.6f} Ha bohr^3")
print(f"alpha = pi Z s^2    = {alpha:.6f} Ha bohr^3")

print("sphere radius (bohr), integral of v_loc, remainder (Ha bohr^3)")
for R in (1.0, 2.0, 3.0, 4.0):
    rest = sphere_remainder(R, Z, s)
    print(f"  {R:.1f}  {rest - 2 * np.pi * Z * R**2:12.5f}  {rest:10.5f}")
assert np.isclose(sphere_remainder(6.0, Z, s), alpha, rtol=1e-8)

print("G (1/bohr), transform of v_loc + Z/r (Ha bohr^3)")
for G in (2.0, 1.0, 0.5, 0.1):
    numeric = transform_from_definition(G, Z, s)
    formula = 4 * np.pi * Z * (1 - np.exp(-(G * s) ** 2 / 4)) / G**2
    assert np.isclose(numeric, formula, rtol=1e-7)
    print(f"  {G:.1f}  {numeric:.5f}")
assert np.isclose(transform_from_definition(0.001, Z, s), alpha, rtol=1e-6)

# Gaussian charge behind v_loc: its potential and its second moment
rho = lambda r: np.exp(-(r / s) ** 2) / (np.pi**1.5 * s**3)
for r0 in (0.4, 1.0, 2.5):
    inner = quad(lambda r: 4 * np.pi * r**2 * rho(r), 0, r0)[0] / r0
    outer = quad(lambda r: 4 * np.pi * r * rho(r), r0, 10 * s)[0]
    assert np.isclose(-Z * (inner + outer), v_loc(r0, Z, s), rtol=1e-7)
r2_mean = quad(lambda r: 4 * np.pi * r**4 * rho(r), 0, 10 * s)[0]
assert np.isclose(2 * np.pi / 3 * Z * r2_mean, alpha, rtol=1e-7)
print(f"mean r^2 of the Gaussian charge = {r2_mean:.6f} bohr^2")

# energy left over when every G = 0 term is omitted, and its pressure
t_main = 1.5
full, ewald, hartree, local = energy_parts(volume, Z, s, t_main)
ewald_other = energy_parts(volume, Z, s, t_main, eta=0.6)[1]
assert np.isclose(ewald, ewald_other, atol=1e-9)
print(f"test clouds of width t = {t_main:.1f} bohr, energies per cell:")
print(f"  full real-space sum  = {full:.6f} Ha")
print(f"  Ewald                = {ewald:.6f} Ha")
print(f"  Hartree, G not 0     = {hartree:.6f} Ha")
print(f"  local, G not 0       = {local:.6f} Ha")
step = 0.001 * volume
print("t (bohr), energy left over (Ha), its pressure (Ha/bohr^3)")
for t in (1.2, 1.5, 1.8):
    left = missing_energy(volume, Z, s, t)
    slope = (missing_energy(volume + step, Z, s, t)
             - missing_energy(volume - step, Z, s, t)) / (2 * step)
    assert np.isclose(left, E0, atol=1e-8)
    # central difference of a 1/volume law: relative error about 1e-6
    assert np.isclose(-slope, P0, rtol=1e-5)
    print(f"  {t:.1f}  {left:.6f}  {-slope:.7f}")

print(f"E0 = {E0:.6f} Ha per cell = {E0 * HARTREE_EV:.4f} eV per cell")
print(f"E0 per atom = {E0 / atoms:.6f} Ha")
print(f"P0 = {P0:.7f} Ha/bohr^3 = {P0 * PRESSURE_GPA:.3f} GPa")
print("all tests passed")
```

Output:

```
Z = 4, s = 1.0 bohr, a = 10.0 bohr
atoms per cell = 2, electrons per cell = 8
cell volume = 250.0 bohr^3
integral of x erfc(x) = 0.250000
integral of x^2 exp(-x^2) = 0.443113
alpha by quadrature = 12.566371 Ha bohr^3
alpha = pi Z s^2    = 12.566371 Ha bohr^3
sphere radius (bohr), integral of v_loc, remainder (Ha bohr^3)
  1.0     -15.80609     9.32666
  2.0     -88.07254    12.45843
  3.0    -213.62883    12.56584
  4.0    -389.55749    12.56637
G (1/bohr), transform of v_loc + Z/r (Ha bohr^3)
  2.0  7.94346
  1.0  11.11869
  0.5  12.18173
  0.1  12.55068
mean r^2 of the Gaussian charge = 1.500000 bohr^2
test clouds of width t = 1.5 bohr, energies per cell:
  full real-space sum  = -11.555864 Ha
  Ewald                = -8.618877 Ha
  Hartree, G not 0     = 1.643852 Ha
  local, G not 0       = -5.385087 Ha
t (bohr), energy left over (Ha), its pressure (Ha/bohr^3)
  1.2  0.804248  0.0032170
  1.5  0.804248  0.0032170
  1.8  0.804248  0.0032170
E0 = 0.804248 Ha per cell = 21.8847 eV per cell
E0 per atom = 0.402124 Ha
P0 = 0.0032170 Ha/bohr^3 = 94.647 GPa
all tests passed
```
